# Ripple growth on an anodic front advancing into resistive silicon, part 1

(Sections cited here and not found follow in the second part.)

## The growth law for a small ripple

A silicon wafer is contacted on its back, its front face is wetted by dilute hydrofluoric acid, and a current is driven through the silicon into the acid. Silicon dissolves where the current leaves it, so the boundary between the part of the wafer that has been attacked and the part that has not moves steadily into the wafer. Suppose that this boundary is flat except for a faint ripple. Where the boundary has run ahead, the current has less silicon to cross and more electrolyte. If silicon is the poorer conductor, the path through the leading part is the easier one. It then draws more current, dissolves faster and runs further ahead. If the electrolyte is the poorer conductor, the leading part is starved and the ripple dies away. The question is how fast this happens, and how the rate depends on the wavelength and on the two resistivities.

Let \(z\) point into the silicon, and let \(x\) run along the front. The mean front moves in the direction of \(+z\) at speed \(v\), and \(z\) is measured from that moving mean position. The front itself is the curve \(z=h(x,t)\), with silicon of resistivity \(\rho_s\) at \(z>h\) and electrolyte of resistivity \(\rho_e\) at \(z<h\). The ripple is

\[
h(x,t)=a(t)\cos kx ,\qquad ka\ll 1 ,
\]

with wavenumber \(k=2\pi/\lambda\) and wavelength \(\lambda\). A crest of \(h\) is a place where the front has advanced further into the silicon; seen from the electrolyte, it is the bottom of a shallow trough. The mean current density has magnitude \(j_0\) and flows from silicon to electrolyte, which is the direction of \(-z\).

The speed of the flat front follows from counting charge. Let each dissolved silicon atom require \(n\) elementary charges \(e\) through the external circuit. A current density \(j_0\) then dissolves \(j_0/(ne)\) atoms per unit area and time. If each atom occupies the volume \(\Omega\) in the crystal, the dissolved volume per unit area and time is \(j_0\Omega/(ne)\). When all silicon behind the front is removed, this is the front speed. When a porous skeleton is left behind, only a fraction \(P\) of the silicon is dissolved, and the front must sweep a volume larger by \(1/P\) to supply the same number of atoms. Hence

\[
v=\frac{j_0\,\Omega}{n e P}, \tag{1}
\]

with \(P=1\) for complete removal. In the porous case \(\rho_e\) stands for the effective resistivity of the medium behind the front. I take \(n\) and \(P\) to be constants for now, so that the local speed of the front along its own normal is proportional to the local normal current density \(j_n\):

\[
v_n=\frac{v}{j_0}\,j_n .
\]

A tilted front needs a little care, because \(h\) is measured along \(z\) and not along the normal. In a time \(dt\) a piece of front with slope \(h_x=\partial h/\partial x\) moves by \(v_n\,dt\) along its normal. The normal makes an angle \(\theta\) with the \(z\) axis, where \(\tan\theta=h_x\), so the displacement measured along \(z\) at fixed \(x\) is \(v_n\,dt/\cos\theta=v_n\sqrt{1+h_x^2}\,dt\). The same square root relates the length of the front to its projection on \(x\). If \(J(x)\,dx\) denotes the current that crosses the piece of front above the interval \(dx\), per unit length in the third direction, then \(J=j_n\sqrt{1+h_x^2}\). The two factors are equal, and in the frame of the mean front

\[
\frac{\partial h}{\partial t}=\frac{v}{j_0}\,J(x)-v . \tag{2}
\]

No small slope has been assumed here. The problem is reduced to finding how the ripple redistributes the current among the intervals \(dx\).

The current is found from Ohm's law and the conservation of charge. The front moves so slowly that the electrical state can be taken as steady at each instant; the size of the delay is estimated for the example below. In each medium the current density is \(\mathbf j=-\nabla\phi/\rho\), where \(\phi\) is the electric potential, and \(\nabla\cdot\mathbf j=0\). Because each resistivity is uniform, it can be taken out of the divergence, and

\[
\nabla^2\phi=0
\]

holds on both sides. I also assume for the moment that the front itself has no resistance, so that \(\phi\) is continuous across it. A constant voltage step at the front would change nothing, since it could be absorbed into the zero of potential on one side. A step that varies with current does matter, and it is treated in the second half.

For a flat front the solution is

\[
\phi_s=\rho_s j_0 z,\qquad \phi_e=\rho_e j_0 z .
\]

Each gives \(j_z=-(1/\rho)\,\partial\phi/\partial z=-j_0\), as it should, and the two agree at \(z=0\). The potential rises more steeply in the more resistive medium. This difference in slope drives everything that follows.

With the ripple present, a small correction is added on each side. The flat state does not depend on \(x\), and the disturbance at the front varies as \(\cos kx\), so to first order in \(a\) the corrections have the form \(f(z)\cos kx\). Laplace's equation then demands

\[
f''(z)-k^2 f(z)=0 ,
\]

whose solutions are \(e^{kz}\) and \(e^{-kz}\). If both media are much thicker than \(1/k\), the correction must vanish far from the front. This selects \(e^{-kz}\) in the silicon and \(e^{kz}\) in the electrolyte:

\[
\phi_s=\rho_s j_0 z+A\,e^{-kz}\cos kx,\qquad
\phi_e=\rho_e j_0 z+B\,e^{kz}\cos kx . \tag{3}
\]

The constants \(A\) and \(B\) are proportional to \(a\), because both corrections vanish when the ripple does. They are fixed by two conditions at the front.

The first condition is that the potential is continuous at \(z=h\):

\[
\rho_s j_0 h+A\,e^{-kh}\cos kx=\rho_e j_0 h+B\,e^{kh}\cos kx .
\]

Since \(|kh|\le ka\ll1\), the exponentials differ from one by terms of order \(ka\). Multiplied by \(A\) or \(B\), these terms are of second order in \(a\) and are dropped. Inserting \(h=a\cos kx\) and dividing by the common factor \(\cos kx\) gives

\[
(\rho_s-\rho_e)\,j_0 a+A-B=0 . \tag{4}
\]

The first term is the mismatch that would appear if the potentials of the flat state were simply continued to the displaced front. The corrections \(A\) and \(B\) exist to remove it.

The second condition is that the current leaving the silicon enters the electrolyte. The vector \((-h_x,1)\) is normal to the front, points into the silicon, and has length \(\sqrt{1+h_x^2}\). The current crossing from silicon to electrolyte, per unit \(x\), is therefore

\[
J=-(-h_x,1)\cdot(j_x,j_z)=h_x j_x-j_z .
\]

The flat state has no lateral current, so \(j_x\) is of first order and \(h_xj_x\) is of second order. To first order \(J=-j_z=(1/\rho)\,\partial\phi/\partial z\), evaluated at \(z=0\). Equation (3) gives for the two sides

\[
J=j_0-\frac{kA}{\rho_s}\cos kx
\qquad\text{and}\qquad
J=j_0+\frac{kB}{\rho_e}\cos kx .
\]

Write \(J=j_0+J_1\cos kx\). Equality of the two expressions then means

\[
J_1=-\frac{kA}{\rho_s}=\frac{kB}{\rho_e},
\qquad\text{or}\qquad
A=-\frac{\rho_s J_1}{k},\quad B=\frac{\rho_e J_1}{k}. \tag{5}
\]

The minus sign has a plain meaning. Where the current is larger than average, the silicon next to the front lies at a lower potential than in the flat state, because more voltage is lost on the way to it. The electrolyte next to the front lies at a higher potential, because more voltage is needed to carry the current away.

From (5), \(A-B=-(\rho_s+\rho_e)J_1/k\). Putting this into (4) gives

\[
(\rho_s-\rho_e)\,j_0a=\frac{\rho_s+\rho_e}{k}\,J_1 ,
\]

and therefore

\[
\frac{J_1}{j_0}=ka\,\frac{\rho_s-\rho_e}{\rho_s+\rho_e}. \tag{6}
\]

It remains to use (2). Its right-hand side is \((v/j_0)(j_0+J_1\cos kx)-v=(v/j_0)J_1\cos kx\), and its left-hand side is \((da/dt)\cos kx\). Thus

\[
\frac{da}{dt}=s\,a,\qquad
s=v\,k\,\frac{\rho_s-\rho_e}{\rho_s+\rho_e}. \tag{7}
\]

With constant \(v\) the amplitude is \(a(t)=a(0)\,e^{st}\). The growth rate is the front speed times the wavenumber times the ratio of the difference to the sum of the resistivities. I call this ratio the contrast and write it as \(C\).

The line before (6) can be read as a circuit. The voltage \((\rho_s-\rho_e)j_0a\) is the drop that is saved when a length \(a\) of silicon is replaced by electrolyte. It drives the extra current \(J_1\) through two resistances in series, \(\rho_s/k\) and \(\rho_e/k\), each for unit area. These are the resistances of layers of thickness \(1/k\) on the two sides, the depth to which the disturbance reaches. The difference in (7) thus comes from the drive and the sum from the load. A shorter ripple has a thinner disturbed layer and a smaller load, which is why it grows faster.

The extra current at the crests is gathered sideways. In the silicon the lateral current density is

\[
j_x=-\frac{1}{\rho_s}\frac{\partial\phi_s}{\partial x}
=\frac{kA}{\rho_s}e^{-kz}\sin kx=-J_1e^{-kz}\sin kx .
\]

For \(J_1>0\) it is negative just to the right of the crest at \(x=0\) and positive just to the left, so it converges on the crest. The total lateral flow through the plane \(kx=\pi/2\) has magnitude \(\int_0^\infty J_1e^{-kz}dz=J_1/k\). The excess current that leaves between \(x=0\) and that plane is \(\int_0^{\pi/2k}J_1\cos kx\,dx=J_1/k\), the same amount. The leading parts of the front gain what the lagging parts lose, and the mean current is unchanged to first order. It therefore makes no difference to (7) whether the supply holds the voltage or the total current constant.

Three limits show the range of the result. If \(\rho_s\gg\rho_e\), then \(C\to1\) and \(s\to vk\). In this limit the electrolyte carries almost no field, the front is nearly an equipotential, and the current crowds onto its leading parts as the field crowds onto a bump on a metal surface. If \(\rho_s=\rho_e\), the current cannot tell the two media apart, and the ripple neither grows nor decays. If \(\rho_e\gg\rho_s\), then \(C\to-1\) and the ripple decays at the rate \(vk\). Since both resistivities are positive, \(|C|<1\), and as long as both media are much thicker than \(1/k\), no ripple grows or decays faster than \(vk\). Thin layers can exceed this bound, as (9) below shows.

The current density enters (7) through \(v\) alone. It disappears if progress is measured by the depth \(d\) through which the mean front has advanced. With \(dd=v\,dt\),

\[
\frac{da}{dd}=kC\,a,\qquad a(d)=a(0)\,e^{kCd}. \tag{8}
\]

The time need not be known, and the current may even vary during the process, provided that the local speed remains proportional to the local current. A resistive wafer multiplies the ripple by \(e\) over the depth \(1/(kC)=\lambda/(2\pi C)\), which for \(C\) near one is about a sixth of the wavelength. Lowering the current slows the growth in time but does not give a smoother front at a given depth in this model.

The equations are linear at this order, so a front of general shape can be resolved into ripples of different \(k\), each following (8) with its own exponent. This exposes a defect. For \(C>0\) the rate rises without limit as the wavelength shrinks, so the law picks out no preferred wavelength, and it predicts that the finest roughness grows fastest of all. Something that has been left out must take over at short wavelengths.

The law is also limited to small amplitude. Shifting the pattern by half a wavelength turns \(a\) into \(-a\) and reverses the \(\cos kx\) part of \(J\). That part is therefore an odd function of \(a\), and the first correction to the ratio \(J_1/a\) is of relative order \((ka)^2\). Its size can be found by solving Laplace's equation numerically on both sides of a strongly corrugated front. I used linear triangular finite elements, with 60 columns per wavelength and 60 layers in each medium, a resistivity ratio of 150 to 1, and equipotential contacts at a distance \(6/k\) on either side. With the voltage between the contacts held fixed, the value of \(J_1/a\) at \(ka=0.3\) is 0.986 times its value at \(ka=0.01\); the last digit carries a mesh error of about 0.001, and the converged value is 0.985. At fixed voltage the mean current rises slightly with the amplitude, by an amount that depends on the distance of the contacts, so the fall of \(J_1/a\) relative to the mean current is somewhat larger: that ratio is 0.978, practically independent of the contact distance for thick layers. For a pure cosine at this ratio, the linear rate is thus still good to a few per cent when the amplitude is about a twentieth of the wavelength. The calculation concerns the rate at one instant; it does not say how the shape departs from a cosine later.

For thick ohmic layers and a front without resistance, a small ripple grows or decays at the rate \(vkC\), with the sign set by which medium is the poorer conductor. It remains to include the resistance of the front and the finite thickness of the layers, and to see how much of this rate survives in an example wafer.
